\section*{Why constant line tension does not shift a cylindrical pore's intrusion pressure}

\section{An energy of 23 kT that costs no pressure}

Water is pressed against a hydrophobic cylindrical pore of radius $1.5$ nm. Where water, gas and wall meet there is a contact line, and we give it a line tension of $10$ pN. Its energy is $2\pi\times1.5\ \mathrm{nm}\times10\ \mathrm{pN}=94.2$ pN nm, or $22.9\,kT$ at 298 K. Divided by the volume $\pi R^3$ of a plug of liquid one radius long, this energy would amount to $8.89$ MPa. Yet the pressure that balances the meniscus, and above which moving it forward unchanged lowers the energy, is $24.85$ MPa when the line tension is $+10$ pN, when it is zero, and when it is $-10$ pN.

Pressure does work against the change of an energy as the liquid moves, and the energy of this line does not change. The model below makes that argument precise. It also shows what the argument needs: a pore whose shape and wetting are uniform along its length, a line tension that does not vary along it either, and a contact angle that does not already contain a line-tension correction.

\section{The model and its free energy}

The pore is a rigid, smooth cylinder of radius $R$ with its axis along $z$. Liquid enters from below and gas lies above. The liquid is incompressible, the gas pressure is held fixed, and gravity and contact-angle hysteresis are left out. Let $P$ be the liquid pressure minus the gas pressure, $\gamma$ the liquid--gas tension, and $\tau$ the energy per unit length of contact line, which may have either sign. The Young angle $\theta$, measured through the liquid, is defined by the tensions of the wall against liquid and gas:
\begin{equation}
\gamma_{SL}-\gamma_{SG}=-\gamma\cos\theta .
\label{young}
\end{equation}
It is the angle of a straight contact line on a flat wall. For a non-wetting liquid $\cos\theta<0$, so covering the wall costs energy.

Describe the meniscus by its height $z(r,\varphi)$. Relative to a reference plane, the liquid has filled the volume $\int z\,dA$ and covered the wall area $\oint zR\,d\varphi$, where $dA$ is the element of the pore's cross-section. At fixed temperature and pressures the free energy is, up to a constant,
\begin{equation}
\Omega[z]=\gamma\!\int\!\sqrt{1+|\nabla z|^2}\,dA-\gamma\cos\theta\oint zR\,d\varphi+\tau L-P\!\int\! z\,dA ,
\label{omega}
\end{equation}
with the line length
\begin{equation}
L=\oint\sqrt{R^2+(\partial_\varphi z)^2}\,d\varphi .
\end{equation}
The terms are the energy of the meniscus, the energy of replacing gas by liquid at the wall, the energy of the line, and minus the work done by the pressure difference.

\section{Moving the meniscus without changing it}

Push the whole meniscus forward by a distance $c$, so that $z$ becomes $z+c$. Its slopes are unchanged, and therefore so are its area and the length $L$. The other two terms change:
\begin{align}
\Omega[z+c]-\Omega[z]
&=-\gamma\cos\theta\,(2\pi R)\,c-P\,(\pi R^2)\,c\nonumber\\
&=\pi R^2c\left(-\frac{2\gamma\cos\theta}{R}-P\right).
\label{shift}
\end{align}
A static meniscus must make $\Omega$ stationary under every small displacement, and this is one of them. The bracket must vanish:
\begin{equation}
P_0=-\frac{2\gamma\cos\theta}{R}.
\label{p0}
\end{equation}
Nothing was assumed about the shape of the meniscus or the line. No static shape in the uniform section can therefore have another pressure, whatever the value of $\tau$.

Equation (\ref{shift}) also explains why $P_0$ is a threshold. For $P<P_0$ an advance raises $\Omega$ and the liquid retreats. For $P>P_0$ an advance lowers $\Omega$. At $P_0$ the meniscus is in neutral equilibrium along the pore. The term $2\pi R\tau$ raises or lowers the whole graph of $\Omega$ against position, but does not tilt it.

The example uses $\gamma=72$ mN/m and $\theta=105^\circ$, so that $\cos\theta=-0.2588$. Since $1\ \mathrm{mN/m}=1\ \mathrm{pN/nm}$ and $1\ \mathrm{pN/nm^2}=1$ MPa,
\begin{equation}
P_0=\frac{2\times72\times0.2588}{1.5}\ \mathrm{MPa}=24.85\ \mathrm{MPa},
\end{equation}
which is 245 atm.

\section{Where the pull of the line goes}

A stretched ring does pull on its surroundings, so the energy argument should have a counterpart in forces. Vary $z$ by an arbitrary $\delta z$ in (\ref{omega}) and write $S=\sqrt{1+|\nabla z|^2}$:
\begin{align}
\delta\Omega={}&\gamma\int\frac{\nabla z\cdot\nabla\delta z}{S}\,dA-\gamma\cos\theta\oint R\,\delta z\,d\varphi\nonumber\\
&+\tau\oint\frac{\partial_\varphi z\,\partial_\varphi\delta z}{\sqrt{R^2+(\partial_\varphi z)^2}}\,d\varphi-P\int\delta z\,dA .
\end{align}
Integrate the first and third terms by parts. The closed line has no ends, so the third leaves no end terms. Since $\delta z$ is arbitrary in the interior and on the wall, two conditions follow. The interior gives Laplace's law,
\begin{equation}
-\gamma\,\nabla\cdot\left(\frac{\nabla z}{S}\right)=P .
\label{laplace}
\end{equation}
At the wall, $\partial_rz/S$ is the cosine of the local contact angle $\theta_{\rm loc}$, and
\begin{equation}
\cos\theta_{\rm loc}=\cos\theta+\frac{\tau}{\gamma}\,\kappa,\qquad
\kappa=\frac1R\,\partial_\varphi\!\left(\frac{\partial_\varphi z}{\sqrt{R^2+(\partial_\varphi z)^2}}\right).
\label{local}
\end{equation}
Unroll the wall into a plane with horizontal coordinate $R\varphi$. Then $\kappa$ is the ordinary curvature of the line drawn on that plane. A level ring becomes a straight line, so $\kappa=0$ and the contact angle is the Young angle.

The ring is curved in space, and for positive $\tau$ it pulls toward the axis with force $\tau/R$ per unit length. That pull is perpendicular to the wall, and the rigid wall supplies the opposing force. It has no component along the pore, the direction in which the line can move.

The corresponding meniscus is a spherical cap. If its radius is $R_m$ and its edge is inclined by $\theta-90^\circ$, then $R=R_m\sin(\theta-90^\circ)=-R_m\cos\theta$. Its Laplace pressure $2\gamma/R_m$ is again $P_0$. Here $R_m=5.80$ nm.

\section{A line whose length does depend on its tension}

A level ring has length $2\pi R$ whatever $\tau$ is. One may ask whether the result relies on that fact, or only on the length staying the same during an advance. A wall with stripes parallel to the axis separates the two. Let its Young angle vary around the pore but not along it:
\begin{equation}
\cos\theta(\varphi)=-0.2588+0.25\cos3\varphi .
\end{equation}
The line now bends, advancing further along the less repellent stripes. A positive tension straightens it and a small negative one lengthens it. Rigid translation still leaves $L$ unchanged, and the wall term in (\ref{shift}) becomes an average, so
\begin{equation}
P=-\frac{2\gamma\langle\cos\theta\rangle}{R},\qquad \frac{PR}{\gamma}=0.5176 .
\label{average}
\end{equation}
Equation (\ref{local}) agrees: $\kappa$ is the derivative of a periodic function, so its average around the pore is zero. The line changes the local angle from place to place but not the mean of its cosine.

The full meniscus was computed by expanding $z$ in polynomials in $r$ and cosines in $\varphi$, and making the energy stationary at fixed liquid volume by Newton's method. The pressure was then read from the curvature of the meniscus inside $r=R/2$, away from the line. For $\tau/(\gamma R)=-0.02$, $0$ and $0.3$, the length $L/R$ is $6.413$, $6.396$ and $6.312$; a level ring has $6.283$. In all three cases $PR/\gamma=0.5176$. The line tension alters the length of the line, and the pressure does not respond. What counts is the change of length during an advance.

\section{Stability and the sign of the line tension}

Equation (\ref{p0}) is a condition for equilibrium, not for stability. For $\tau\ge0$ stability follows from (\ref{omega}). The functions $\sqrt{1+|\nabla z|^2}$ and $\sqrt{R^2+(\partial_\varphi z)^2}$ are convex in the slopes, and the remaining terms are linear in $z$. A stationary meniscus is therefore a minimum among all shapes described by a single-valued height, and it is unique up to translation.

A negative $\tau$ rewards a longer line, and short ripples can then grow. Their onset is easily found for a flat meniscus, $\theta=90^\circ$. Let the line be displaced by $\varepsilon\cos m\varphi$. The meniscus of least area attached to it is, for small $\varepsilon$, the harmonic function
\begin{equation}
w=\varepsilon(r/R)^m\cos m\varphi .
\end{equation}
Its extra area is $\frac12\int|\nabla w|^2dA$, which by Green's theorem equals $\frac12\oint w\,\partial_rw\,R\,d\varphi=\frac12\pi m\varepsilon^2$. The extra line length is $\oint(\partial_\varphi w)^2d\varphi/(2R)=\pi m^2\varepsilon^2/(2R)$. Together they change the energy by
\begin{equation}
\Delta\Omega=\frac{\pi m\varepsilon^2}{2}\left(\gamma+\frac{m\tau}{R}\right).
\label{ripple}
\end{equation}
The ripple grows if $m>\gamma R/|\tau|$. For $\tau=-10$ pN this is $m>108/10=10.8$, so $m=11$ is the first unstable mode. The second variation of (\ref{omega}) about the curved cap at $105^\circ$ gives the same first mode. Its wavelength is $2\pi R/11=0.86$ nm, only a few molecular diameters. At that scale a constant energy per unit length is no longer a sound description, and a negative $\tau$ needs a molecular cutoff. The theorem for negative $\tau$ thus concerns stationary shapes; whether they persist depends on physics at short distances.

\section{The angle must be the Young angle}

Line tension can enter (\ref{p0}) unnoticed through a measured angle. Consider a small drop on a flat piece of the same material, with base radius $b$, height $h$ and contact angle $\theta_d$. Its cap has area $A=\pi(b^2+h^2)$ and volume $V=\pi h(3b^2+h^2)/6$. Keeping $V$ fixed requires
\begin{equation}
bh\,db+\tfrac12(b^2+h^2)\,dh=0,\qquad dh=-\frac{2bh}{b^2+h^2}\,db .
\end{equation}
The area then changes by
\begin{equation}
dA=2\pi(b\,db+h\,dh)=2\pi b\,\frac{b^2-h^2}{b^2+h^2}\,db=2\pi b\cos\theta_d\,db ,
\end{equation}
where the last step uses $\tan(\theta_d/2)=h/b$. Adding the wall energy $-\gamma\cos\theta\,\pi b^2$ and the line energy $2\pi b\tau$, equilibrium requires
\begin{equation}
2\pi b\gamma(\cos\theta_d-\cos\theta)+2\pi\tau=0,\qquad
\cos\theta_d=\cos\theta-\frac{\tau}{\gamma b}.
\label{drop}
\end{equation}
Here the line lengthens as it advances, so $\tau$ matters. On the flat wall its curvature lies in the surface along which it moves.

For $b=17.0$ nm and $\tau=+10$ pN the drop shows $105.49^\circ$ instead of $105^\circ$. Putting that angle into the pore formula overestimates the pressure by $2\tau/(Rb)=20/(1.5\times17.0)=0.78$ MPa. Replacing $b$ by the pore radius in (\ref{drop}) is a larger error: it adds $2\tau/R^2=8.89$ MPa, or 36\% of $P_0$. This is the figure found at the start by dividing the line energy by $\pi R^3$. It combines two changes that do not occur together: the energy $2\pi\tau\,dz$ of a line whose radius grows by $dz$, and the volume $\pi R^2dz$ swept in a cylinder of fixed radius. Even on a wall widening at $45^\circ$, where the radius does grow by as much as the line advances, the meniscus changes too, and equation (\ref{cone}) below gives a rise of only $3.09$ MPa at a local radius of $1.5$ nm. The line in the cylinder does not grow at all.

\section{Where line tension does act}

If $\tau$ varies along a cylinder while $\theta$ stays fixed, an advance $dz$ changes the line energy by $2\pi R\,(d\tau/dz)\,dz$. Dividing by the volume $\pi R^2dz$ gives
\begin{equation}
P=P_0+\frac2R\frac{d\tau}{dz}.
\end{equation}
A rise of 10 pN over 100 nm, or $0.10$ pN/nm, adds $0.133$ MPa. The gradient enters, not the value.

Line tension can also act in a cylinder whose wetting varies both along and around the wall, because the line may then change length as it advances. A simpler case is a pore whose radius changes. Let the wall converge at angle $\alpha$ in the direction of advance. With $s$ the distance along the wall and $a$ the local radius, $da/ds=-\sin\alpha$ and $dz/ds=\cos\alpha$. The meniscus is a cap of height $h=a\tan(\psi/2)$, with area $\pi(a^2+h^2)$ and volume $\pi h(3a^2+h^2)/6$. Changing $h$ at fixed $s$ gives $2\pi\gamma h=P\pi(a^2+h^2)/2$, hence
\begin{equation}
P=\frac{4\gamma h}{a^2+h^2}=\frac{2\gamma}{a}\sin\psi .
\label{cap}
\end{equation}
Changing $s$ at fixed $h$ alters the cap area, the wetted wall, the line and the volume:
\begin{equation}
-2\pi a\gamma\sin\alpha-2\pi a\gamma\cos\theta-2\pi\tau\sin\alpha
=P\pi a(a\cos\alpha-h\sin\alpha).
\end{equation}
Divide by $2\pi a\gamma$, insert (\ref{cap}), and use $\sin\psi\tan(\psi/2)=1-\cos\psi$. The right side becomes $\sin\psi\cos\alpha-\sin\alpha+\cos\psi\sin\alpha$. The terms $-\sin\alpha$ cancel, leaving
\begin{equation}
\sin(\psi+\alpha)=-\cos\theta_e,\qquad \cos\theta_e=\cos\theta+\frac{\tau\sin\alpha}{\gamma a}.
\end{equation}
So $\psi=\theta_e-90^\circ-\alpha$, and
\begin{equation}
P=-\frac{2\gamma\cos(\theta_e-\alpha)}{a}.
\label{cone}
\end{equation}
At $\alpha=0$ the line tension disappears and $P_0$ returns.

This settles whether the pore mouth can demand more than $P_0$. Round the mouth with a radius of $1.0$ nm, so that $a=R+(1.0\ \mathrm{nm})(1-\cos\alpha)$, with $\alpha$ falling to zero where the cylinder begins. At $\alpha=10^\circ$ the equilibrium pressure is $9.85$, $8.28$ and $6.73$ MPa for $\tau=-10$, $0$ and $+10$ pN. The line shortens as it moves inward, which helps the liquid if $\tau>0$ and hinders it if $\tau<0$. Near the cylinder, to first order in $\alpha$, the radius is still $R$ and (\ref{cone}) becomes
\begin{equation}
P\simeq P_0-\frac{2\gamma\alpha}{R}\left(\sin\theta+\frac{\tau}{\gamma R}\right).
\label{mouth}
\end{equation}
The pressure climbs to $P_0$ from below unless $\tau<-\gamma R\sin\theta=-104.3$ pN, ten times the magnitude used here. For $\tau=-10$ pN it is $23.38$ MPa at $1^\circ$, the highest value found between $1^\circ$ and $60^\circ$ in steps of $1^\circ$. Where the wall converges at more than about $17^\circ$, $\psi$ is negative for all three line tensions and no excess pressure is needed. The cylinder, not this rounded mouth, sets the threshold for entry. Leaving the pore into gas is different: at a far end rounded in the same way the wall widens, and (\ref{cone}) with negative $\alpha$ peaks at about $69$, $70$ and $72$ MPa for $\tau=-10$, $0$ and $+10$ pN.

\section{Water in a porous low-k film}

The numbers are rough values for water meeting a methyl-terminated porous organosilicate dielectric during a wet clean. A radius of $1.5$ nm is on the large side for such films, $105^\circ$ is a strongly hydrophobic wall, and 10 pN is a round magnitude for a quantity that is poorly known at this scale. The model's threshold of about 25 MPa is far above the near-atmospheric pressure of an ordinary clean. This margin is for water without surfactants or solvents, which can lower the tension between wall and liquid and with it the threshold. It also depends on the wall staying hydrophobic. Plasma processing can remove methyl groups, and if the angle falls to $90^\circ$ the whole 25 MPa is lost; below $90^\circ$ the model pore fills without applied pressure.

Real pores also form irregular networks rather than uniform cylinders. At the same radius, a $3^\circ$ convergence lowers the local equilibrium pressure by $4.89$ MPa with no line tension, and $\tau=+10$ pN lowers it by a further $0.47$ MPa. By (\ref{mouth}) a slight divergence raises it by a similar amount, so widening sections can hold the liquid back. In such a pore line tension does contribute, but here its share is about a tenth of the effect of the taper itself.

Other omissions can be sized one at a time, with the remaining parameters fixed. An advancing angle $5^\circ$ larger adds $7.99$ MPa, and a radius $0.1$ nm smaller adds $1.77$ MPa. Warming by 40 K, with $\gamma$ falling by a rough $0.16$ mN/m per kelvin, removes $2.21$ MPa if $\theta$ stays at $105^\circ$, which means that the difference of the wall tensions falls in proportion; if that difference did not change, the angle would rise to $106.5^\circ$ and the threshold would stay put. A curvature correction to the tension of the meniscus alone removes nothing: the meniscus keeps its energy as it advances, and by (\ref{young}) the product $\gamma\cos\theta$ in $P_0$ stands for the difference of the wall tensions. That difference is taken here from a flat wall. If the curvature of the pore wall changed it by a fraction $\ell/R$ with $\ell=0.1$ nm, the threshold would shift by $1.66$ MPa. Such a shift scales as $1/R^2$ and could be mistaken for an effect of line tension. With a wall modulus of 5 GPa the strain scale $P_0/(5\ \mathrm{GPa})$ is $0.5\%$, and with a compressibility of $0.45\ \mathrm{GPa^{-1}}$ the water is compressed by $1.1\%$. For a pore 10 nm long, thermal energy sets a pressure scale $kT/(\pi R^2\times10\ \mathrm{nm})=0.06$ MPa. The blur is wider than this: if the meniscus can sit anywhere along the pore with its Boltzmann weight, the mean filling rises from one quarter to three quarters over about seven times that scale, or $0.4$ MPa. This estimate assumes that a meniscus always remains in the pore. If the pore is open to liquid at both ends, the filled state has lost both menisci and both lines. With the menisci of the empty state pinned at the mouths, full and empty then have equal free energy at $13.2$, $10.5$ and $7.8$ MPa for $\tau=-10$, $0$ and $+10$ pN, well below $P_0$ and dependent on $\tau$.

These sizes limit what an intrusion measurement can say about the line. A deviation from (\ref{p0}) of a few megapascals could come from a small error in angle, radius or taper. If the angle used in (\ref{p0}) is the Young angle, a constant line tension cannot change the pressure at which a meniscus moves through a uniform section, because the liquid advances without making the line longer or shorter. It can still matter at the ends of a finite pore and wherever a line is created or lost, as when two menisci merge or a filled pore empties.
